Weinberg's Theorem and the Convergence of Feynman Integrals by Hepp Sectors, part 2

A connected Feynman graph G has N internal scalar lines of mass m > 0 and L independent loops in D Euclidean dimensions, with fixed real external momenta and ħ = c = 1. Its integral over loop momenta k_j, with line momenta q_l, is

J = ∫ ∏_j (d^D k_j / π^{D/2}) ∏_l 1/(q_l² + m²). (3)

A set γ of |γ| lines with L(γ) loops has degree

ω(γ) = D L(γ) − 2|γ|. (1)

J converges absolutely if and only if

ω(γ) < 0 for every set γ of lines that contains a loop. (2)

Introducing a Schwinger parameter α_l for each line and integrating over momenta leaves the integrand U^{−D/2} exp(−m² Σ_l α_l − Q). Here Q is the minimum of Σ_l α_l q_l² over the k_j and, summed over spanning trees T,

U = Σ_T ∏_{l not in T} α_l. (16)

A Hepp sector π orders the lines by increasing α and sets

α_{π(i)} = t_i t_{i+1} … t_N, 0 < t_i < 1 for i < N, 0 < t_N < ∞, (18)

with Jacobian ∏_j t_j^{j−1}. For the first i lines γ_i, write L_i = L(γ_i) and ω_i = ω(γ_i). Then

U = ∏_i t_i^{L_i} (1 + P), (19)

where P ≥ 0 is a polynomial in the t_i, and the integrand contains t_i^{−ω_i/2 − 1}. If (2) holds, the sector integral obeys

J_π ≤ Γ(−ω(G)/2) m^{ω(G)} ∏_{i<N} 2/|ω_i|. (24)

If a set γ with a loop has ω(γ) ≥ 0, a sector with its lines first gives, for some a > 0,

J_π ≥ a ∫ ∏_i dt_i t_i^{−ω_i/2 − 1}, (25)

which is infinite.

Weinberg's theorem bounds growth at large external momenta by powers, up to logarithms. With K the space of integration variables, the exponents are

α_K(S) = max over S' projecting onto S of [α(S') + dim S' − dim S]. (6)

Here S is a subspace of external momenta, S' one of all momenta, and each line whose momentum is not identically zero on S' contributes −2 to α(S').

**Lines with numerators**

In quantum electrodynamics the electron propagator has a numerator. Suppose more generally that each propagator obeys

|Δ_l(q)| ≤ C_l (q² + m²)^{−ν_l}, ν_l > 0, (26)

and that the vertices are bounded. Use

(q² + m²)^{−ν} = [1/Γ(ν)] ∫_0^∞ dα α^{ν−1} exp[−α(q² + m²)]. (27)

Compared with the scalar case, there is an additional factor ∏_l α_l^{ν_l−1}. It adds the sum of (ν_l − 1) over the lines of γ_i to the exponent of t_i. The new exponent is −ω_ν(γ_i)/2 − 1, with

ω_ν(γ) = D L(γ) − 2 Σ_{l in γ} ν_l. (28)

The sufficiency proof is otherwise unchanged: if ω_ν is negative for every set with a loop, the integral converges absolutely. The necessity proof does not carry over, because (26) bounds the integrand only from above.

For a Euclidean spinor line the propagator is S = (i q̸ + m)^{−1}, where q̸ = Σ_μ q_μγ_μ and the γ_μ are Hermitian with γ_μγ_ν + γ_νγ_μ = 2δ_{μν}. Then q̸² = q² and

(i q̸ + m)†(i q̸ + m) = (−i q̸ + m)(i q̸ + m) = q² + m². (29)

All singular values of i q̸ + m equal (q² + m²)^{1/2}, so the matrix norm of S is (q² + m²)^{−1/2} and ν = 1/2. A photon line in Feynman gauge, given a mass to exclude infrared questions, has ν = 1. In four dimensions a set with F electron lines and B photon lines therefore has ω_ν = 4L − F − 2B. For the one-loop electron self-energy this is 4 − 1 − 2 = 1, and the criterion does not establish convergence.

**Two graphs with the same overall degree**

Return to scalar lines with D = 4 and set m = 1. Two self-energy graphs of cubic scalar theory show what the overall degree misses. Momentum p enters at vertex 0 and leaves at vertex 3, and each graph has two further vertices, 1 and 2.

The kite has lines 01, 02, 12, 13 and 23. With k on line 01 and l on line 13, its propagator momenta are k, p − k, k − l, l and p − l.

The nested graph has lines 03, 01 and 23 and two lines between 1 and 2. Its momenta are p − l on 03, l on both 01 and 23, and k and l − k on the double line. The double line is a one-loop bubble inserted in a larger loop.

Both graphs have five lines and two loops, so

ω(G) = 4·2 − 2·5 = −2. (30)

Their subgraphs differ. The kite contains two triangles of degree 4 − 6 = −2 and one four-line loop of degree 4 − 8 = −4. All its degrees are negative, and it converges. The nested graph contains two four-line loops of degree −4, but its bubble has degree 4 − 4 = 0. By (25) it diverges.

**The two cases in explicit sectors**

For the kite put a = α_01 + α_02, b = α_13 + α_23 and c = α_12. A spanning tree omits two lines, which must come from two different groups, so

U_kite = ab + c(a + b). (31)

This has 4 + 2 + 2 = 8 monomials. In the sector with order 01, 02, 12, 13, 23, the definitions give a = t_2t_3t_4t_5(1 + t_1), b = t_5(1 + t_4) and c = t_3t_4t_5. Substitution yields

U_kite = t_3 t_4 t_5² [(1 + t_4) + t_2(1 + t_1)(1 + t_4) + t_2t_3t_4(1 + t_1)]. (32)

The bracket starts with 1, as the factorization requires. The Jacobian is t_2 t_3² t_4³ t_5⁴, and dividing it by the square of the prefactor in (32) leaves t_2 t_4. There is no singularity.

For the nested graph let a and b be the parameters of the two bubble lines and let c = α_03 + α_01 + α_23. The same formula U = ab + c(a + b) applies, now with 1 + 3 + 3 = 7 monomials. Place the bubble lines first and then 03, 01, 23. This gives b = t_2t_3t_4t_5, a = t_1b and c = t_5(1 + t_4 + t_3t_4), hence

U_nested = t_2 t_3 t_4 t_5² [(1 + t_1)(1 + t_4 + t_3t_4) + t_1t_2t_3t_4]. (33)

Dividing the Jacobian by the square of this prefactor leaves t_4/t_2. The integral over t_2 diverges logarithmically. The t_5 power, which represents the overall degree, is zero and harmless in both graphs.

A sector of the nested graph diverges if and only if the bubble lines come first. They can be ordered in 2! ways and the others in 3! ways, so 12 of the 120 sectors diverge. Adding lines to the outer loop would lower ω(G) but would leave the bubble and its degree unchanged.

The dimension matters too. In D = 3 the bubble has degree −1 and both graphs converge. In D = 5 the kite's triangles have degree −1, but its overall degree is zero. It then diverges although all its proper subgraphs with loops have negative degree.

**A bound and a value for the kite**

The sector bound (24) can be summed by hand for the kite in D = 4. The first two lines contribute 2/2 = 1 and 2/4 = 1/2. If the first three lines form a triangle, the third factor is 2/2 = 1; otherwise it is 2/6 = 1/3. Any four lines have one loop and degree −4, giving 1/2. The last integral gives Γ(1) = 1. There are 2·3!·2! = 24 orders that begin with a triangle, and 96 others, so

J_kite ≤ 24·(1/4) + 96·(1/12) = 14 m^{−2}. (34)

To obtain the value itself, do the t_5 integral in each sector. Because Q is homogeneous of degree one in the α's, the exponent is linear in t_5 and the integral is elementary. The remaining four-dimensional integrals have no endpoint singularity. At p² = m² their sum by Gauss quadrature is 0.68088 m^{−2}. The bound is much larger because it discards (1 + P)^{−2} and much of the exponential damping.

**The same integrals in momentum space**

An independent evaluation uses angular averages in four dimensions. In this part k, l and p also denote the lengths of the vectors, and hats denote unit vectors. Define Z_kl < 1 by

k² + l² + 1 = kl(Z_kl + 1/Z_kl). (35)

Let C_n be the polynomials generated by 1/(1 − 2Zx + Z²) = Σ_n Z^n C_n(x). Then

1/[(k − l)² + 1] = [Z_kl/(kl)] Σ_n Z_kl^n C_n(k̂·l̂). (36)

Unit vectors in four dimensions correspond to SU(2) matrices, and C_n is the character of the representation of dimension n + 1. Schur orthogonality gives, for the normalized average over k̂,

⟨C_n(p̂·k̂) C_s(k̂·l̂)⟩ = δ_ns C_n(p̂·l̂)/(n + 1). (37)

In the kite three propagators depend on angles: those with p − k, k − l and p − l. Averaging over k̂ gives a factor 1/(n + 1). Averaging over l̂ gives C_n(1)/(n + 1) = 1, since C_n(1) = n + 1. With z = Z_kp Z_lp Z_kl, the average of their product is

[1/(k²l²p²)] Σ_n z^{n+1}/(n + 1) = −ln(1 − z)/(k²l²p²). (38)

The area of the unit three-sphere is 2π², so d⁴k/π² becomes k² dk² times the angular average. Therefore

J_kite = ∫_0^∞ dk² ∫_0^∞ dl² [−ln(1 − z)]/[p²(k² + 1)(l² + 1)]. (39)

For the nested graph only the n = 0 term of each angular propagator survives. Writing A(k,l) = Z_kl/(kl) for this average, one finds

J_nested = ∫dl² l² A(l,p)/(l² + 1)² ∫dk² k² A(k,l)/(k² + 1). (40)

Now restrict both k and l to values below a cutoff Λ. At p² = m² the results, in units of m^{−2}, are:

Λ = 10 m: kite 0.5929, nested 1.2909.
Λ = 100 m: kite 0.6791, nested 3.2639.
Λ = 1000 m: kite 0.6808, nested 5.2459.
Λ = 10000 m: kite 0.6809, nested 7.2280.

The kite approaches the value found from the sectors, and the two methods were tested to agree within 3×10^{−6} m^{−2} at the last cutoff. The nested graph keeps growing. The complete values are in the numerical output below.

**The coefficient of the logarithm**

Let B_Λ(l) be the inner integral in (40) with k < Λ. Equation (35) implies Z_kl ≤ min(k/l, l/k), and hence k²A(k,l) ≤ 1. This gives

B_Λ(l) ≤ ∫_0^{Λ²} dk²/(k² + 1) = ln(1 + Λ²). (41)

At fixed l and large k, A(k,l) approaches 1/k², so the integrand approaches 1/k² and B_Λ(l)/ln Λ² tends to 1. For Λ² ≥ 2 the ratio is bounded by 2, since 1 + Λ² ≤ Λ⁴. Dominated convergence in the l integral then shows that

J_nested(Λ)/ln Λ² → T(p), T(p) = ∫dl² l² A(l,p)/(l² + 1)². (42)

T is the one-loop graph obtained when the bubble is contracted to a point. The parametric form shows the same structure: for a, b much smaller than c, U is approximately (a + b)c, a product of the bubble polynomial and that of the contracted graph.

To evaluate T, use

1/(X²Y) = ∫_0^1 dx 2x/[xX + (1 − x)Y]³, (43)

with X = l² + 1 and Y = (p − l)² + 1, where l and p are again vectors. Completing the square turns the bracket into [l − (1 − x)p]² + 1 + x(1 − x)p². After a shift of l, the required integral is ∫_0^∞ y dy/(y + E)³ = 1/(2E), where E = 1 + x(1 − x)p². Thus

T(p) = ∫_0^1 dx x/[1 + x(1 − x)p²] = (1/2)∫_0^1 dx/[1 + x(1 − x)p²]. (44)

The second form follows by averaging the first with its image under x → 1 − x. With h = (1 + 4/p²)^{1/2}, the integral is

T(p) = [2/(p²h)] artanh(1/h). (45)

At p² = m² this is (2/√5) artanh(1/√5) = 0.430409 m^{−2}. Over the last decade of cutoff, ln Λ² increases by 2 ln 10 = 4.60517. The nested integral increases by 7.228015 − 5.245910 = 1.982105 m^{−2}, and the quotient is 0.43041 m^{−2}, in agreement with (42).

This product structure shows what renormalization must remove. Write the bubble parameters as a = ρx and b = ρ(1 − x), with da db = ρ dρ dx. The bubble then has the integrand (dρ/ρ) exp{−ρ[1 + x(1 − x)l²]}. Subtracting its value at l = 0 under the parameter integral gives

B_sub(l) = −∫_0^1 dx ln[1 + x(1 − x)l²]. (46)

Here ∫_0^∞ dρ(e^{−ρE} − e^{−ρ})/ρ = −ln E was used. Since x(1 − x) ≤ 1/4, the magnitude of B_sub is at most ln(1 + l²/4). Inserted in the outer integral, and with l²A(l,p) ≤ 1, it is bounded by ∫dl² ln(1 + l²/4)/(l² + 1)², which is finite. A constant counterterm for the bubble therefore removes the divergence of the whole nested graph.

**Large external momentum**

The kite and T also illustrate the asymptotic part of Weinberg's theorem. For one growing external vector p, equation (6) compares the ways in which loop momenta can grow with p or stay fixed.

In the kite, if all five lines carry large momentum, both loop momenta are free and the exponent is 8 − 10 = −2. If one line stays soft, one loop vector remains free and the exponent is 4 − 8 = −4. If both loop vectors are fixed relative to p, at least two lines must still carry p from vertex 0 to vertex 3, and the exponent is at most −4. The maximum is −2.

The coefficient follows from (39). After rescaling the momenta by p, the masses become m/p and tend to zero. The integrand of the original positive integral increases to its massless form, so monotone convergence applies. In that limit Z_kl = min(k/l, l/k). Put u = ln(k²/p²) and v = ln(l²/p²), and let R be the difference between the largest and smallest of 0, u and v. The product z becomes e^{−R}. The region in which this difference is at most R is a hexagon of area 4R² − R² = 3R², so

p²J_kite → ∫_0^∞ 6R dR Σ_{n≥1} e^{−nR}/n = 6 Σ_{n≥1} 1/n³ = 6ζ(3). (47)

The limit is 7.2123, while the calculated value at p = 600 m is 7.2106. Between p = 300 m and p = 600 m the effective power is −1.9992.

For T, two regions have the same exponent. If l grows with p, the result is 4 − 6 = −2. If l stays fixed, only the line with p − l is large, and the exponent is again −2. The third possibility, p − l fixed, gives −4. Weinberg's exponent is therefore −2, and logarithms are allowed. Equation (45) supplies the logarithm explicitly: for large p, h − 1 ≈ 2/p² and artanh(1/h) ≈ (1/2) ln p², so

T(p) ≈ ln(p²)/p², p² ≫ 1. (48)

Numerically, p²T grows by 1.00001 per unit of ln p² between p = 1000 m and p = 10000 m. The logarithm comes from the range of l between the two regions, m ≪ l ≪ p, where the integrand of T is approximately dl²/(l²p²).

Numbers as computed

```
units: hbar = c = m = 1; D = 4 ; p^2 = 1.0 m^2
kite: lines 5, loops 2, overall degree -2, spanning trees 8
  subgraph [(0, 1), (0, 2), (1, 2)]: L = 1, degree -2
  subgraph [(1, 2), (1, 3), (2, 3)]: L = 1, degree -2
  subgraph [(0, 1), (0, 2), (1, 3), (2, 3)]: L = 1, degree -4
  subgraph [(0, 1), (0, 2), (1, 2), (1, 3), (2, 3)]: L = 2, degree -2
  largest degree -2; divergent sectors 0 of 120
nested: lines 5, loops 2, overall degree -2, spanning trees 7
  subgraph [(1, 2), (1, 2)]: L = 1, degree 0
  subgraph [(0, 3), (0, 1), (1, 2), (2, 3)]: L = 1, degree -4
  subgraph [(0, 3), (0, 1), (1, 2), (2, 3)]: L = 1, degree -4
  subgraph [(0, 3), (0, 1), (1, 2), (1, 2), (2, 3)]: L = 2, degree -2
  largest degree 0; divergent sectors 12 of 120
kite, line order [(0, 1), (0, 2), (1, 2), (1, 3), (2, 3)]:
  loop numbers [0, 0, 1, 1, 2], powers of t_1..t_5 [0, 1, 0, 1, 0]
nested, line order [(1, 2), (1, 2), (0, 3), (0, 1), (2, 3)]:
  loop numbers [0, 1, 1, 1, 2], powers of t_1..t_5 [0, -1, 0, 1, 0]
kite, sum of sector integrals: 0.6808762 m^-2
kite, smallest and largest sector: 0.003541, 0.011237 m^-2
kite, sum of sector upper bounds: 14.0000 m^-2
cutoff on both loops (m), kite (m^-2), nested (m^-2):
        10  0.592903  1.290917
       100  0.679065  3.263889
      1000  0.680849  5.245910
     10000  0.680876  7.228015
nested growth per unit ln(cutoff^2), last decade: 0.430409 m^-2
contracted one-loop integral: 0.430409 m^-2
kite power of p between p = 300 and 600 m: -1.99921
p^2 * kite at p = 600 m: 7.21058 (dimensionless)
6 zeta(3), massless limit: 7.21234 (dimensionless)
contracted graph: growth of p^2*T per unit ln(p^2), p = 1000 to 10000 m: 1.000006
```
